\section*{Current Control and the Three Uniform States of a Threshold Switch}

\section{What the control circuit changes}

One kind of threshold switch is a film that conducts better when it is hot. Ramp the voltage across it and, at some point, the current jumps. Ramp the current instead, and the voltage can rise, pass through a maximum and fall without any jump. The film and its heat sink are the same in both cases. The question is why a fixed voltage can leave the film a choice of temperatures while a fixed current does not.

Take a film with one temperature $T$ throughout, joined to a bath at $T_0>0$. Its conductance follows an Arrhenius law, and its heat loss is linear in the temperature excess:
\begin{equation}
G(T)=G_0e^{-\theta/T},\qquad \theta=\frac{E_a}{k}>0,\qquad
P_{\rm out}=\frac{x}{R},\qquad x=T-T_0 .
\label{model}
\end{equation}
Here $E_a$ is the activation energy, $k$ is Boltzmann's constant and $R$ is the thermal resistance. $G_0$ and $R$ are constants. In a steady state the current $I$ and voltage $V$ satisfy
\begin{equation}
I=G(T)V,\qquad IV=\frac{x}{R}.
\label{balance}
\end{equation}

In this model each current $I>0$ has exactly one uniform steady state. A voltage has three only if $E_a>4kT_0$ and the voltage lies between a hold value and a threshold value. ``Uniform'' matters: the result does not exclude states with hot and cold regions.

\section{Temperature as the label of a state}

\subsection{Fixed current}

Substitute $V=I/G$ into the heat balance. This gives $I^2/G=x/R$, or
\begin{equation}
I^2=\frac{xG(T)}{R}=\frac{G_0}{R}(T-T_0)e^{-\theta/T}.
\label{current}
\end{equation}
Both temperature-dependent factors increase. To obtain the rate, take the logarithm and differentiate, using $d(-\theta/T)/dT=\theta/T^2$:
\begin{align}
2\ln I&=\ln x-\frac{\theta}{T}+\ln\frac{G_0}{R},\\
\frac{d\ln I}{dT}&=\frac12\left(\frac1x+\frac{\theta}{T^2}\right)>0 .
\label{monotone}
\end{align}
As $T$ runs from $T_0$ to infinity, $I$ runs continuously from zero to infinity. It therefore takes each positive value once, which proves both existence and uniqueness.

\subsection{Fixed voltage}

Now substitute $I=GV$ into the heat balance:
\begin{equation}
V^2=\frac{x}{RG(T)}=\frac{(T-T_0)e^{\theta/T}}{RG_0}.
\label{voltage}
\end{equation}
The first factor in the numerator rises with $T$ and the second falls. Consequently
\begin{equation}
\frac{d\ln V}{dT}=\frac12\left(\frac1x-\frac{\theta}{T^2}\right)
=\frac{T^2-\theta(T-T_0)}{2xT^2}.
\label{dv}
\end{equation}
The turning points solve $T^2-\theta T+\theta T_0=0$:
\begin{equation}
T_\pm=\frac{\theta}{2}(1\pm s),\qquad
s=\sqrt{1-\frac{4T_0}{\theta}} .
\label{folds}
\end{equation}
For $\theta>4T_0$ there are two, and both lie above $T_0$ because $T_\pm-T_0=T_\pm^2/\theta>0$. The numerator of \eqref{dv} is positive outside the two roots and negative between them. So $V$ rises from zero to $V_{\rm th}$ at $T_-$, falls to $V_{\rm h}$ at $T_+$, and then rises without limit. A horizontal line between $V_{\rm h}$ and $V_{\rm th}$ cuts this curve three times. At either edge there are two states, and at any other positive voltage there is one. If $\theta\le4T_0$, $V$ increases throughout and the choice disappears.

The width of the window follows from $x_\pm=T_\pm^2/\theta$:
\begin{align}
2\ln\frac{V_{\rm th}}{V_{\rm h}}
&=\ln\frac{x_-}{x_+}+\theta\left(\frac1{T_-}-\frac1{T_+}\right)\nonumber\\
&=2\ln\frac{1-s}{1+s}+\frac{2}{1-s}-\frac{2}{1+s}
=-4\,\mathrm{artanh}\,s+\frac{4s}{1-s^2},\nonumber\\
\ln\frac{V_{\rm th}}{V_{\rm h}}
&=\frac{2s}{1-s^2}-2\,\mathrm{artanh}\,s .
\label{window}
\end{align}
For small $s$ the right side is $2(s+s^3)-2(s+s^3/3)=4s^3/3$ to leading order. Since $s^2=(4/\theta)(\theta/4-T_0)$, this logarithmic width vanishes as $(\theta/4-T_0)^{3/2}$ when the bath warms towards $\theta/4$.

\section{The cause: the sign of the Joule feedback}

Let the film have a constant heat capacity $C$, so that $C\,dT/dt=P_{\rm J}-x/R$. A small rise in temperature increases $G$, with $dG/dT=\theta G/T^2$. What this does to the Joule power $P_{\rm J}$ depends on the quantity held fixed. Define $u=\theta x/T^2$. At a steady state $P_{\rm J}=x/R$, so
\begin{align}
\text{fixed }V:\quad
\frac{d}{dT}\left(V^2G-\frac{x}{R}\right)
&=\frac{\theta}{T^2}\frac{x}{R}-\frac1R=\frac{u-1}{R},\\
\text{fixed }I:\quad
\frac{d}{dT}\left(\frac{I^2}{G}-\frac{x}{R}\right)
&=-\frac{\theta}{T^2}\frac{x}{R}-\frac1R=-\frac{u+1}{R}.
\label{feedback}
\end{align}
Division by $C$ gives growth rates of $(u-1)/(RC)$ and $-(u+1)/(RC)$. A fixed voltage feeds more power to a hotter film. This runs away when $u>1$, which is the falling part of the voltage curve. A fixed current feeds less power to a hotter film, so heating corrects itself.

The argument does not need the Arrhenius form. Let $G(T,V)$ increase with $T$, and let $VG(T,V)$ increase with $V$ from zero to infinity. At fixed $I$, the voltage needed to carry the current falls as $T$ rises, and so does the heat $IV$. The cooling rises from zero without limit, so the two cross once. A larger $I$ needs a larger $V$ at each $T$, which raises the heating curve and moves the crossing to a higher temperature.

\section{How large the effect is}

Consider a micrometre-scale test switch of strongly oxygen-deficient tantalum oxide at $T_0=77$~K. The rough model inputs are $E_a=0.06$~eV, a conductivity prefactor of 200~S/cm, thickness $d=1000$~nm, side 5000~nm and $R=40$~K/mW. They give $G_0=0.5$~S, $\theta=696.27$~K and $RG_0=2\times10^4$~K/V$^2$. Equation~\eqref{folds} becomes
\begin{align}
s&=\sqrt{1-308/696.27}=0.74676,\\
T_-&=348.14(1-0.74676)=88.2~\text{K},\qquad
T_+=348.14(1+0.74676)=608.1~\text{K}.
\end{align}
Equation~\eqref{voltage} then gives
\begin{align}
V_{\rm th}&=\sqrt{\frac{11.163}{2\times10^4}e^{696.27/88.163}}=1.225~\text{V},\\
V_{\rm h}&=\sqrt{\frac{531.11}{2\times10^4}e^{696.27/608.11}}=0.289~\text{V}.
\end{align}
Their ratio is 4.24, in agreement with \eqref{window}. As a test, the roots of the heat balance were counted directly at voltages 0.2\% to either side of each fold: there were three inside the window and one outside.

At 0.295~V the three states are as follows.
\begin{center}
\begin{tabular}{lcccc}
State & $T$ (K) & $I$ (mA) & $u-1$ & $-(u+1)$\\
cold & 77.2 & 0.0179 & $-0.975$ & $-1.025$\\
middle & 459.6 & 32.4 & $+0.261$ & $-2.261$\\
hot & 826.8 & 63.5 & $-0.236$ & $-1.764$
\end{tabular}
\end{center}
The last two columns are the growth rates at fixed $V$ and fixed $I$, multiplied by the thermal time $RC$. The middle state is unstable under voltage control, but uniform disturbances of it decay under current control. The three states share a voltage and have three different currents, so naming the current names the state.

At 20~mA the one uniform state has $T=334.1$~K and $V=0.3214$~V. Its power is $20\times0.3214=6.43$~mW, and $40\times6.43=257$~K is the required excess over 77~K.

An ideal voltage source is hazardous at threshold. Just above $V_{\rm th}$ the surviving state obeys $x=RG_0V_{\rm th}^2e^{-\theta/T}$ with $RG_0V_{\rm th}^2\simeq3.0\times10^4$~K, so the model puts it near $2.9\times10^4$~K. No film reaches such a state. The number means that the circuit must limit the current before the jump runs its course.

\section{What a real current source must do}

\subsection{Series resistance}

From \eqref{monotone} and \eqref{dv}, the ratio of the logarithmic slopes gives
\begin{equation}
\frac{dV}{dI}=\frac VI\,
\frac{1/x-\theta/T^2}{1/x+\theta/T^2}
=\frac VI\,\frac{1-u}{1+u}.
\label{slope}
\end{equation}
With a series resistor $R_s$ the source voltage is $V_s=V+IR_s$, and $dV_s/dI=dV/dI+R_s$. If $R_s$ exceeds the largest magnitude of the negative slope, $V_s$ rises with $I$ and each source voltage has one uniform state. For this film the limit is 507~$\Omega$. A smaller resistor leaves part of the jump. With 5~$\Omega$ of electrode resistance the source threshold is 1.227~V, almost unchanged because the current there is small, while the source hold voltage rises from 0.289 to 0.420~V.

\subsection{Parallel capacitance}

A capacitance $C_p$ across the film supplies current of its own and weakens the control. The coupled equations are
\begin{equation}
C_p\frac{dV}{dt}=I-GV,\qquad C\frac{dT}{dt}=V^2G-\frac xR .
\end{equation}
Linearize them at fixed source current $I$ and write $\tau=RC$. The matrix of coefficients for $(\delta V,\delta T)$ is
\begin{equation}
\begin{pmatrix}
-G/C_p & -VG\theta/(T^2C_p)\\
2VG/C & (u-1)/\tau
\end{pmatrix}.
\end{equation}
In its determinant, $V^2G\theta/T^2=u/R$ turns the off-diagonal part into $2uG/(C_p\tau)$:
\begin{equation}
\det=\frac{G}{C_p\tau}\left[-(u-1)+2u\right]
=\frac{G(u+1)}{C_p\tau}>0 .
\end{equation}
Stability then requires a negative trace. For $u>1$ this means
\begin{equation}
\frac{C_p}{G}<\frac{RC}{u-1}.
\end{equation}
The electrical time must be short enough compared with the thermal time. Otherwise the single steady state still exists, but small disturbances of it grow. For a rough volumetric heat capacity of $10^6$~J/(m$^3$\,K), this film has $RC=1$~$\mu$s, and the smallest limit on $C_p$ along the falling branch is about 0.8~nF, near 99~K. A metre of coaxial cable, with about 0.1~nF, stays below it; ten metres would not.

\subsection{Splitting into hot and cold regions}

A current source fixes the total current, not its distribution. Divide the film into two parallel halves, each with conductance $G/2$, heat capacity $C/2$ and thermal resistance $2R$ to the bath. Let a thermal conductance $L$ join them. Warm one half by $\delta$ and cool the other by $\delta$. The total conductance is unchanged to first order, and so is $V$. The warmer half obeys
\begin{equation}
\frac C2\frac{d\delta}{dt}
=\left(\frac{u-1}{2R}-2L\right)\delta,
\qquad
RC\,\frac{1}{\delta}\frac{d\delta}{dt}=u-1-4RL .
\label{split}
\end{equation}
Each half thus feels the feedback of voltage control. Suppressing the split requires $L>(u-1)/(4R)$. Since $u=\theta(T-T_0)/T^2$ is largest where $T^2=2T(T-T_0)$, that is at $T=2T_0$, its maximum is $\theta/(4T_0)=2.26$. The largest required $L$ is $1.26/(4R)=7.9$~$\mu$W/K.

With a rough film thermal conductivity of 1~W/(m\,K), heat flow between the centres of the halves gives only $L\simeq2$~$\mu$W/K, so $4RL=0.32$. At 20~mA, $u=696.27\times257.1/334.1^2=1.60$, and the splitting rate times $RC$ is $0.60-0.32=+0.28$. The unique uniform state at 20~mA is therefore unstable to splitting in this estimate. The middle state at 0.295~V, with $u-1=0.26$, is stable against this one disturbance. The estimate counts lateral heat flow in the film only and gives each half its own path to the bath. Metal electrodes and a shared substrate also couple the halves. Two electrodes 50~nm thick with a thermal conductivity of 50~W/(m\,K) would add 10~$\mu$W/K, enough to suppress this split along the whole branch.

Without lateral heat flow a split state can be written down at once. Put one half in the cold state at 0.295~V and the other in the hot state. The total current is $(0.0179+63.541)/2=31.78$~mA. The same current also has a uniform state, at 452.9~K and 0.2957~V. With $L=0$ the split state is stable, with rates times $RC$ of $-1.76$ and $-0.98$, whereas the uniform one has a growing rate of $+0.28$. This coexistence does not carry over to $L=2$~$\mu$W/K. The uniform rate at this current becomes $0.28-0.32=-0.04$, and halves started from the cold and hot pair relax to the uniform state. At 20~mA, with the same $L$, the halves do separate and settle at 152~K and 498~K.

For this rectangular estimate $L$ does not depend on the side length, while $R$ rises as the contact area shrinks. At fixed thickness, thermal conductivity, $\theta$ and $T_0$, raising $R$ from 40 to about 160~K/mW would suppress the two-half split along the whole branch. The two-half numbers are rough. In a continuous film of side $a$ and thermal conductivity $\kappa$, with the same local cooling, a small disturbance $\cos(n\pi y/a)$ has $n^2\pi^2\kappa dR$ in place of $4RL$. The longest one, $n=1$, is the least damped. Its damping is 0.39 instead of 0.32, its rate times $RC$ at 20~mA is $+0.21$, and about 128~K/mW suppresses it along the whole branch.

\section{Comparison with real devices}

The activation energy of reduced tantalum oxide depends strongly on its oxygen content, and 0.06~eV stands for a strongly reduced film. The bath at 77~K is far from ordinary use, and a side of 5000~nm is large for a memory cell. With this barrier the folds vanish once the bath reaches 174~K, so the model film does not switch at room temperature. At 300~K it would need $E_a>4kT_0=0.103$~eV. A larger barrier has a cost: \eqref{folds} gives $T_+>\theta/2$, so 0.3~eV puts the hold temperature above 1700~K. The hot branch of this simple law should not then be taken for the on state of a working device.

The threshold also depends on the assumption that the conductance is independent of field. At $V_{\rm th}$ the field is only 0.012~MV/cm, yet Poole--Frenkel lowering for isolated centres, with a rough relative permittivity of 25, would be 0.017~eV, or 28\% of the barrier. Included self-consistently, it cuts the threshold from 1.225 to 0.581~V and the hold voltage from 0.289 to 0.266~V. The value 25 is a static permittivity. An optical value of about 4.5, often used for this effect, gives a lowering of 0.040~eV at the same field and folds at 0.333 and 0.236~V. The isolated-centre law probably overstates the effect in both cases: at this field the barrier top would lie 6.9~nm from its centre (16~nm for the optical value), farther than the donor spacing expected in a strongly reduced oxide. For overlapping centres 2~nm apart, with a lowering equal to the potential energy drop over half that distance, the threshold falls only to 1.14~V. Multiplying the original conductance by $300~\text{K}/T$ instead gives 0.668 and 0.337~V. The value 0.295~V then lies below the hold voltage and has one state, as it also does when it is the source voltage behind 5~$\Omega$ electrodes. The existence of a window survives each change, but the three states at this particular voltage do not survive all of them. With either Poole--Frenkel lowering or the factor $300~\text{K}/T$, the current still rose with temperature at every computed point up to about 2080~K. With the second, however, it is bounded. It is 50.8~mA at 2080~K and approaches 61.2~mA only as $T\to\infty$, and a larger current has no steady state.

The single temperature is also approximate. With uniform heating and both faces at one temperature, the centre is hotter than the faces by $Pd/(8\kappa A)$, where $P$ is the power, $A$ the area and $\kappa$ the thermal conductivity. This is 12.5\% of the mean excess $PR$, or about 94~K in the hot state. It is the favourable case. If heat leaves through one face only, the drop across the film is $Pd/(2\kappa A)$, or 50\% of $PR$. With the temperature resolved through the thickness, and the contact resistance chosen to keep the mean excess at $PR$ for uniform heating, the folds stay at 1.227 and 0.289~V for two cooled faces. For one cooled face they move to 1.25 and 0.297~V, which leaves 0.295~V outside the window. Black-body loss is below 0.01\% of the hot-state power. Variable-range hopping, crystallization and oxygen motion are not included. The hot state at 827~K is therefore a solution of the model, not a statement about endurance.

For measurement, these results favour a parallel capacitance below the limit derived above, a series resistance above the largest negative slope if the whole branch is to be traced, and a check for local hot spots before a measured point is assigned a single temperature. The numerical output lists the inputs and the main results.

\section*{Calculated quantities}
\begin{verbatim}
activation energy: 0.06 eV
bath temperature: 77 K
conductivity prefactor: 200 S/cm
film thickness: 1000 nm
device side: 5000 nm
thermal resistance: 40 K/mW
conductance prefactor: 0.5 S
theta: 696.27 K
largest bath temperature for folds, theta/4: 174.07 K
fold parameter s: 0.74676 (no unit)
threshold temperature: 88.163 K
hold temperature: 608.11 K
threshold voltage: 1.2255 V
hold voltage: 0.28887 V
threshold/hold voltage ratio: 4.2423 (no unit)
test voltage: 0.295 V
cold state: T=77.21 K, I=0.017882 mA, power=0.005275 mW
cold rates x thermal time: fixed V -0.9754, fixed I -1.0246 (no unit)
middle state: T=459.62 K, I=32.425 mA, power=9.565 mW
middle rates x thermal time: fixed V 0.2611, fixed I -2.2611 (no unit)
hot state: T=826.78 K, I=63.541 mA, power=18.74 mW
hot rates x thermal time: fixed V -0.2363, fixed I -1.7637 (no unit)
test current: 20 mA
unique temperature at test current: 334.13 K
voltage at test current: 0.32141 V
series resistance that removes folds: 507.3 ohm
two-half total current: 31.779 mA
uniform temperature at that current: 452.89 K
uniform voltage at that current: 0.2957 V
two-half uniform rates x thermal time: -2.2760, 0.2760 (no unit)
cold-hot pair rates x thermal time: -1.7633, -0.9753 (no unit)
largest lateral conductance needed: 7.879 uW/K
rough film lateral conductance: 2 uW/K
rough relative permittivity: 25 (no unit)
rough film thermal conductivity: 1 W/(m K)
field at threshold: 0.0123 MV/cm
Poole-Frenkel lowering there: 0.0168 eV
threshold with Poole-Frenkel lowering: 0.5809 V
hold with Poole-Frenkel lowering: 0.2664 V
threshold with prefactor times 300 K/T: 0.6684 V
hold with prefactor times 300 K/T: 0.337 V
assumed electrode resistance: 5 ohm
source threshold with electrodes: 1.227 V
source hold with electrodes: 0.4196 V
internal temperature rise / mean rise: 12.5 %
black-body loss / hot-state power: 0.0071 %
\end{verbatim}
